# Constrained RPA interactions for Wannier orbitals in PAW: a program that tests the result

```python
"""Constrained RPA for a Wannier d shell in PAW: result under test.

U_ww = V_ww - V_wT (1/S + V_TT)^-1 V_Tw,  S = 4 (1 - p_i p_a)/(e_a - e_i)
(times an angular factor), p_n = weight of orbital n in the target space.
V = Coulomb integral of compensated pseudo densities + one-centre correction.
w: target pair density, T: transitions from occupied i to empty a.
Model: electrons in a central Gaussian well plus a spherical shell well.
Radial functions u(r) = r R(r); L is the multipole; Hartree atomic units.
"""
import numpy as np
from numpy.polynomial.legendre import leggauss, Legendre
from scipy.linalg import eigh_tridiagonal
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
h, n_grid = 0.02, 399
r = h * np.arange(1, n_grid + 1)
depth_centre, width_centre = 16.0, 1.0
depth_shell, radius_shell, width_shell = 2.5, 3.0, 1.0
r_aug, n_in = 1.0, 49              # grid points strictly inside the sphere
x = r[:n_in]
l_max, n_valence, n_partial = 4, 10, 2
core_count = {0: 1, 1: 1}          # frozen core levels per l
multipoles = (0, 2, 4)


def solve_channel(l, count, shell=1.0, extra=0.0):
    pot = -depth_centre * np.exp(-(r / width_centre) ** 2)
    pot = pot - shell * depth_shell * np.exp(
        -((r - radius_shell) / width_shell) ** 2)
    pot = pot + l * (l + 1) / (2 * r ** 2) + extra
    e, u = eigh_tridiagonal(1 / h ** 2 + pot,
                            np.full(n_grid - 1, -0.5 / h ** 2),
                            select="i", select_range=(0, count - 1))
    return e, u.T / np.sqrt(h)


def three_j_squared(a, b, c):
    z, wt = leggauss(12)
    p = [Legendre.basis(k)(z) for k in (a, b, c)]
    return 0.5 * np.sum(wt * p[0] * p[1] * p[2])


small, large = np.minimum.outer(r, r), np.maximum.outer(r, r)
kernel = {L: small ** L / large ** (L + 1) for L in multipoles}


def coulomb(a, b, L):
    n = a.shape[-1]
    return h * h * a @ kernel[L][:n, :n] @ b.T


# --- quadrature kernel against analytic hydrogenic Slater integrals
u1s = 2 * 2.0 ** 1.5 * r * np.exp(-2 * r)
u2p = r ** 2 * np.exp(-2 * r)
u2p = u2p / np.sqrt(h * np.sum(u2p ** 2))
assert abs(coulomb(u1s ** 2, u1s ** 2, 0) - 5 / 8 * 2) < 3e-3
assert abs(coulomb(u2p ** 2, u2p ** 2, 2) - 45 / 512 * 4) < 3e-3


# --- PAW partial waves, projectors and transformed orbitals
def make_partial_waves(l, phi):
    powers = np.array([r ** (l + 1 + 2 * j) for j in range(3)]).T
    edge = slice(n_in, n_in + 3)
    coef = np.linalg.solve(powers[edge], phi[:, edge].T)
    smooth = (powers[:n_in] @ coef).T
    window = (1 - (x / r_aug) ** 2) ** 2
    gram = h * (smooth * window) @ smooth.T
    projector = np.linalg.solve(gram, smooth * window)
    return phi[:, :n_in], smooth, projector


def paw_transform(u, waves):
    phi, smooth, projector = waves
    b = h * projector @ phi.T
    c = np.linalg.solve(b, h * projector @ u[:, :n_in].T).T
    pseudo = u.copy()
    pseudo[:, :n_in] -= c @ (phi - smooth)
    return u, pseudo, c @ phi, c @ smooth


energy, orbital, waves = {}, {}, {}
for l in range(l_max + 1):
    skip = core_count.get(l, 0)
    e_all, u_all = solve_channel(l, n_valence + skip)
    energy[l] = e_all[skip:]
    waves[l] = make_partial_waves(l, u_all[skip:skip + n_partial])
    orbital[l] = paw_transform(u_all[skip:], waves[l])
fermi = 0.5 * (energy[2][0] + energy[2][1])

# --- target orbital: isolated central d state projected on two d levels
trial = solve_channel(2, 1, shell=0.0)[1][0]
d_ae = orbital[2][0]
amplitude = h * d_ae[:2] @ trial
captured = np.sum(amplitude ** 2)
amplitude = amplitude / np.sqrt(captured)
w_ae = amplitude @ d_ae[:2]
target = [part[0] for part in paw_transform(w_ae[None, :], waves[2])]
weight = {l: np.zeros(n_valence) for l in range(l_max + 1)}
weight[2] = (h * d_ae @ w_ae) ** 2
paw_overlap = np.array([
    h * np.sum(target[1] * orbital[2][1][n])
    + h * np.sum(target[2] * orbital[2][2][n]
                 - target[3] * orbital[2][3][n]) for n in range(2)])
assert np.allclose(paw_overlap ** 2, weight[2][:2], atol=1e-8)


def pair_density(f, g, L, compensate=1.0):
    shape = x ** (L + 2) * (1 - (x / r_aug) ** 2) ** 2
    shape = shape / (h * np.sum(shape * x ** L))
    one_ae, one_ps = f[2] * g[2], f[3] * g[3]
    hat = compensate * h * np.sum((one_ae - one_ps) * x ** L) * shape
    pseudo = f[1] * g[1]
    pseudo[:n_in] += hat
    return f[0] * g[0], pseudo, one_ae, one_ps + hat


def collect(L, bands):
    """Row 0 is the target density, further rows are transitions."""
    rows, strength, removed = [pair_density(target, target, L)], [], []
    for li in range(l_max + 1):
        for la in range(l_max + 1):
            ang = three_j_squared(li, L, la)
            if ang < 1e-12:
                continue
            ang *= (2 * li + 1) * (2 * la + 1) / (2 * L + 1)
            for i in range(bands):
                for a in range(bands):
                    if energy[li][i] < fermi < energy[la][a]:
                        gap = energy[la][a] - energy[li][i]
                        strength.append(4 * ang / gap)
                        removed.append(weight[li][i] * weight[la][a])
                        rows.append(pair_density(
                            [q[i] for q in orbital[li]],
                            [q[a] for q in orbital[la]], L))
    return (np.array(strength), np.array(removed),
            [np.array(col) for col in zip(*rows)])


def paw_coulomb(dens, L):
    return (coulomb(dens[1], dens[1], L) + coulomb(dens[2], dens[2], L)
            - coulomb(dens[3], dens[3], L))


def screen(v, s):
    root = np.sqrt(s)
    b = root * v[0, 1:]
    m = np.eye(len(s)) + root[:, None] * v[1:, 1:] * root
    return v[0, 0] - b @ np.linalg.solve(m, b)


# --- static response factor from a finite change of the potential
e_full, u_full = solve_channel(2, n_grid)
bump, lam = np.exp(-r ** 2), 1e-4
n_plus = 10 * solve_channel(2, 1, extra=lam * bump)[1][0] ** 2
n_minus = 10 * solve_channel(2, 1, extra=-lam * bump)[1][0] ** 2
pairs = u_full[0] * u_full[1:]
s_full = 4 * 25 * three_j_squared(2, 0, 2) / (e_full[1:] - e_full[0])
response = -(s_full * (h * pairs @ bump)) @ pairs
response_error = np.max(abs((n_plus - n_minus) / (2 * lam) - response))
assert response_error < 1e-5

# --- angular integrals of real d harmonics by explicit quadrature
z, wz = leggauss(8)
ph = 2 * np.pi * np.arange(16) / 16
zz, pp = [q.ravel() for q in np.meshgrid(z, ph, indexing="ij")]
wq = np.repeat(wz, 16) * 2 * np.pi / 16
sx, sy = np.sqrt(1 - zz ** 2) * np.cos(pp), np.sqrt(1 - zz ** 2) * np.sin(pp)
harm = np.array([sx * sy, sy * zz, 3 * zz ** 2 - 1, sx * zz,
                 sx ** 2 - sy ** 2])
harm = harm / np.sqrt(np.sum(wq * harm ** 2, axis=1))[:, None]
products = (harm[:, None, :] * harm[None, :, :] * wq).reshape(25, -1)
cosine = np.outer(sx, sx) + np.outer(sy, sy) + np.outer(zz, zz)
angular = {}
for L in multipoles:
    table = products @ Legendre.basis(L)(cosine) @ products.T
    assert abs(np.trace(table) - 25 * three_j_squared(2, L, 2)) < 1e-10
    angular[L] = table.reshape(5, 5, 5, 5)

# --- main calculation, multipole by multipole
result = {}
for L in multipoles:
    # orbitals spanned by the partial waves: PAW must equal all-electron
    s2, rem2, dens2 = collect(L, n_partial)
    v_ae2, v_paw2 = coulomb(dens2[0], dens2[0], L), paw_coulomb(dens2, L)
    assert np.max(abs(v_ae2 - v_paw2)) < 1e-7
    assert abs(screen(v_ae2, s2 * (1 - rem2))
               - screen(v_paw2, s2 * (1 - rem2))) < 1e-7

    s, rem, dens = collect(L, n_valence)
    s_rest = s * (1 - rem)
    v_ae, v_paw = coulomb(dens[0], dens[0], L), paw_coulomb(dens, L)
    v_soft = coulomb(dens[1], dens[1], L)

    # incomplete partial waves: predicted defect of the split integral
    delta = dens[2] - dens[3]
    rebuilt = dens[1].copy()
    rebuilt[:, :n_in] += delta
    mismatch = dens[1][:, :n_in] - dens[3]
    defect = coulomb(mismatch, delta, L)
    defect = defect + defect.T
    direct = coulomb(rebuilt, rebuilt, L)
    assert np.max(abs(direct - v_paw - defect)) < 1e-8

    # Dyson equation inverted on the radial grid
    rho, k = dens[0][1:], kernel[L]
    x_all, x_rest = (rho.T * s) @ rho, (rho.T * s_rest) @ rho
    one = np.eye(n_grid)
    w_grid = np.linalg.solve(one + h * h * k @ x_all, k)
    u_grid = np.linalg.solve(one + h * h * k @ x_rest, k)
    n_w = dens[0][0]
    bare, u_ae, w_full = v_ae[0, 0], screen(v_ae, s_rest), screen(v_ae, s)
    assert abs(h * h * n_w @ u_grid @ n_w - u_ae) < 1e-8
    assert abs(h * h * n_w @ w_grid @ n_w - w_full) < 1e-8
    again = np.linalg.solve(one + h * h * u_grid @ (x_all - x_rest), u_grid)
    assert np.max(abs(again - w_grid)) < 1e-7
    for gap_matrix in (k - u_grid, u_grid - w_grid):
        sym = 0.5 * (gap_matrix + gap_matrix.T)
        assert np.linalg.eigvalsh(sym)[0] > -1e-8

    # first-order effect of one-centre terms in the screening integrals
    d = v_paw - v_soft
    y = np.linalg.solve(np.diag(1 / s_rest) + v_soft[1:, 1:], v_soft[0, 1:])
    slope = -2 * d[0, 1:] @ y + y @ d[1:, 1:] @ y

    def screening_part(scale):
        v = v_soft + scale * d
        return screen(v, s_rest) - v[0, 0]
    numeric = (screening_part(1e-4) - screening_part(-1e-4)) / 2e-4
    assert abs(numeric - slope) < 1e-5 * (1 + abs(slope))

    u_paw = screen(v_paw, s_rest)
    u_bare_only = v_paw[0, 0] + screening_part(0.0)
    # tolerance: two partial waves do not span the higher bands
    assert abs(u_paw - u_ae) < 0.05 * bare
    no_hat = pair_density(target, target, L, compensate=0.0)
    v_no_hat = paw_coulomb([q[None, :] for q in no_hat], L)[0, 0]
    result[L] = dict(bare=bare, U=u_ae, W=w_full,
                     all_removed=screen(v_ae, s * (rem < 1e-10)),
                     soft=v_soft[0, 0], paw_bare=v_paw[0, 0], paw=u_paw,
                     bare_only=u_bare_only, slope=slope, no_hat=v_no_hat,
                     count=len(s), defect=np.max(abs(defect)))
    if L == 0:
        # removal with projected orbitals P psi instead of weights
        t = np.argmax(rem)
        bar = [w_ae * (h * w_ae @ d_ae[n]) for n in (0, 1)]
        charged = bar[0] * bar[1]
        x_proj = x_all - s[t] * np.outer(charged, charged)
        head = h * h * np.sum(x_proj)
        head_formula = -s[t] * weight[2][0] * weight[2][1]
        assert abs(head - head_formula) < 1e-7 * (1 + abs(head_formula))
        assert abs(h * h * np.sum(x_rest)) < 1e-8
        u_proj = h * h * n_w @ np.linalg.solve(
            one + h * h * k @ x_proj, k) @ n_w
        s_target, removed_target = s[t], rem[t]
assert abs(result[0]["no_hat"] - result[0]["bare"]) > 1e-5

# --- degenerate levels: diagonal weights depend on the chosen basis
rng = np.random.default_rng(3)
frame = np.linalg.qr(rng.normal(size=(6, 2)))[0]
p_all = frame @ frame.T
p_occ, p_emp = p_all[:3, :3], p_all[3:, 3:]
eig_block = np.linalg.eigvalsh(np.kron(p_occ, p_emp))
assert eig_block[0] > -1e-12 and eig_block[-1] < 1 + 1e-12
rot = np.linalg.qr(rng.normal(size=(3, 3)))[0]
vec = rng.normal(size=(3, 4))
vec_r, p_r = rot @ vec, rot @ p_emp @ rot.T
assert np.allclose(vec.T @ p_emp @ vec, vec_r.T @ p_r @ vec_r)
diag_change = np.max(abs((vec.T * np.diag(p_emp)) @ vec
                         - (vec_r.T * np.diag(p_r)) @ vec_r))
assert diag_change > 1e-3


def matrices(key):
    f = {L: result[L][key] for L in multipoles}
    full = sum(f[L] * angular[L] for L in multipoles)
    dd, ex = np.einsum("mmnn->mn", full), np.einsum("mnmn->mn", full)
    hund = (f[2] + f[4]) / 14
    assert abs(dd.mean() - f[0]) < 1e-9
    assert abs(np.sum(dd - ex) / 20 - (f[0] - hund)) < 1e-9
    return dd, ex, hund


print(f"centre well depth {depth_centre} Ha, width {width_centre} bohr")
print(f"shell well depth {depth_shell} Ha, radius {radius_shell} bohr, "
      f"width {width_shell} bohr")
print(f"box radius {h * (n_grid + 1):.2f} bohr, grid step {h} bohr, "
      f"augmentation radius {r_aug} bohr")
print(f"l max {l_max}, valence bands per l {n_valence}, "
      f"partial waves per l {n_partial}")
for l in range(l_max + 1):
    print(f"l={l}: occupied valence levels {np.sum(energy[l] < fermi)}, "
          f"lowest three (Ha) " + " ".join(f"{q:.4f}" for q in energy[l][:3]))
print(f"d-d gap {energy[2][1] - energy[2][0]:.4f} Ha")
print(f"trial d orbital captured by two levels {captured:.4f}")
print(f"target weights p1 {weight[2][0]:.4f}, p2 {weight[2][1]:.4f}, "
      f"removed fraction p1*p2 {removed_target:.4f}")
print(f"L=0 strength of d1-d2 transition {s_target:.3f} 1/Ha")
print(f"finite-difference response, largest error {response_error:.1e}")
for L in multipoles:
    q = result[L]
    print(f"F{L} (Ha): bare {q['bare']:.5f}, U weighted {q['U']:.5f}, "
          f"W {q['W']:.5f}, d1-d2 fully removed {q['all_removed']:.5f}")
    print(f"F{L} bare PAW (Ha): soft part {q['soft']:.5f}, one-centre "
          f"{q['paw_bare'] - q['soft']:.5f}, sum {q['paw_bare']:.5f}, "
          f"without compensation {q['no_hat']:.5f}")
    print(f"F{L} U in PAW (Ha): full {q['paw']:.5f}, only bare term "
          f"corrected {q['bare_only']:.5f}, first-order omission "
          f"{q['slope']:.5f}")
    print(f"F{L}: transitions {q['count']}, largest split defect "
          f"{q['defect']:.2e} Ha")
print(f"projected-orbital removal: constant-potential head {head:.4f} 1/Ha, "
      f"F0 {u_proj:.5f} Ha")
print(f"degenerate-basis change of diagonal weighting {diag_change:.3f} "
      "(random test, dimensionless)")
for key, name in (("bare", "bare"), ("U", "U weighted"), ("W", "W")):
    dd, ex, hund = matrices(key)
    print(f"{name}: F0 {result[0][key] * HARTREE_EV:.3f} eV, "
          f"J {hund * HARTREE_EV:.3f} eV")
dd, ex, hund = matrices("U")
print("density-density matrix of U (Ha), order xy yz z2 xz x2-y2:")
for row in dd:
    print("  " + " ".join(f"{q:.4f}" for q in row))
print("exchange matrix of U (Ha), same order:")
for row in ex:
    print("  " + " ".join(f"{q:.4f}" for q in row))
print("ALL CHECKS PASSED")
```

Printed output:

```
centre well depth 16.0 Ha, width 1.0 bohr
shell well depth 2.5 Ha, radius 3.0 bohr, width 1.0 bohr
box radius 8.00 bohr, grid step 0.02 bohr, augmentation radius 1.0 bohr
l max 4, valence bands per l 10, partial waves per l 2
l=0: occupied valence levels 2, lowest three (Ha) -1.8947 -1.3727 -0.0150
l=1: occupied valence levels 1, lowest three (Ha) -1.4875 -0.1870 0.3207
l=2: occupied valence levels 1, lowest three (Ha) -1.3034 -0.8214 0.1956
l=3: occupied valence levels 0, lowest three (Ha) -0.9010 0.3217 0.7187
l=4: occupied valence levels 0, lowest three (Ha) -0.4774 0.5209 1.0551
d-d gap 0.4820 Ha
trial d orbital captured by two levels 0.9802
target weights p1 0.2862, p2 0.7138, removed fraction p1*p2 0.2043
L=0 strength of d1-d2 transition 41.492 1/Ha
finite-difference response, largest error 9.8e-09
F0 (Ha): bare 0.75029, U weighted 0.41863, W 0.39877, d1-d2 fully removed 0.65362
F0 bare PAW (Ha): soft part 0.75111, one-centre -0.00082, sum 0.75029, without compensation 0.70670
F0 U in PAW (Ha): full 0.41865, only bare term corrected 0.41792, first-order omission 0.00073
F0: transitions 34, largest split defect 5.32e-05 Ha
F2 (Ha): bare 0.40317, U weighted 0.29179, W 0.28672, d1-d2 fully removed 0.31425
F2 bare PAW (Ha): soft part 0.40096, one-centre 0.00221, sum 0.40317, without compensation 0.39214
F2 U in PAW (Ha): full 0.29179, only bare term corrected 0.29004, first-order omission 0.00180
F2: transitions 64, largest split defect 7.39e-05 Ha
F4 (Ha): bare 0.26497, U weighted 0.24983, W 0.24769, d1-d2 fully removed 0.25874
F4 bare PAW (Ha): soft part 0.26001, one-centre 0.00496, sum 0.26497, without compensation 0.26122
F4 U in PAW (Ha): full 0.24983, only bare term corrected 0.25011, first-order omission -0.00028
F4: transitions 49, largest split defect 7.76e-06 Ha
projected-orbital removal: constant-potential head -8.4768 1/Ha, F0 -0.16753 Ha
degenerate-basis change of diagonal weighting 1.047 (random test, dimensionless)
bare: F0 20.416 eV, J 1.299 eV
U weighted: F0 11.391 eV, J 1.053 eV
W: F0 10.851 eV, J 1.039 eV
density-density matrix of U (Ha), order xy yz z2 xz x2-y2:
  0.4628 0.4044 0.3982 0.4044 0.4232
  0.4044 0.4628 0.4169 0.4044 0.4044
  0.3982 0.4169 0.4628 0.4169 0.3982
  0.4044 0.4044 0.4169 0.4628 0.4044
  0.4232 0.4044 0.3982 0.4044 0.4628
exchange matrix of U (Ha), same order:
  0.4628 0.0292 0.0323 0.0292 0.0198
  0.0292 0.4628 0.0229 0.0292 0.0292
  0.0323 0.0229 0.4628 0.0229 0.0323
  0.0292 0.0292 0.0229 0.4628 0.0292
  0.0198 0.0292 0.0323 0.0292 0.4628
ALL CHECKS PASSED
```
